# The Feynman parameter formula for powers with positive real part: test program

```python
"""Feynman parameter formula for arbitrary powers.

Result under test, with nu = sum(nu_i), Re(nu_i) > 0 and all A_i in one
open half-plane bounded by a line through the origin:
  prod A_i^(-nu_i) = Gamma(nu)/prod Gamma(nu_i)
                     * integral over simplex of prod x_i^(nu_i-1) / D^nu,
  D = sum x_i A_i,  x_i >= 0,  sum x_i = 1,  measure dx_1...dx_(n-1).
A_i: denominators; nu_i: powers; x_i: Feynman parameters.
The simplex integral is done by direct quadrature, without the formula.
Example denominators are in units of m^2, momenta in units of m.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.special import gamma


def simplex_integral(denominators, powers, step=0.4, cutoff=70.0):
    """Trapezoidal quadrature after a logistic map of each nested variable."""
    n = len(denominators)
    count = int(round(cutoff / step))
    w = step * np.arange(-count, count + 1)
    u = 1.0 / (1.0 + np.exp(-w))
    v = 1.0 / (1.0 + np.exp(w))
    remaining, measure, shares = 1.0, 1.0, []
    for i in range(n - 1):
        shape = [1] * (n - 1)
        shape[i] = len(w)
        ui, vi = u.reshape(shape), v.reshape(shape)
        shares.append(remaining * ui)
        measure = measure * remaining * ui * vi * step
        remaining = remaining * vi
    shares.append(remaining)
    combined = sum(x * a for x, a in zip(shares, denominators))
    integrand = measure * combined ** (-sum(powers))
    for x, power in zip(shares, powers):
        if power != 1:
            integrand = integrand * x ** (power - 1)
    return np.sum(integrand)


def prefactor(powers):
    return gamma(sum(powers)) / np.prod([gamma(a) for a in powers])


def direct_product(denominators, powers):
    return np.prod([a ** (-b) for a, b in zip(denominators, powers)])


def compare(denominators, powers, tolerance=1e-9, **grid):
    bare = simplex_integral(denominators, powers, **grid)
    right = prefactor(powers) * bare
    left = direct_product(denominators, powers)
    assert abs(right - left) < tolerance * abs(left), (left, right)
    return bare, right, left


# Schwinger representation with a complex denominator
schwinger_A, schwinger_power = mp.mpc(2, 3), mp.mpf("1.5")
schwinger_integral = mp.quad(
    lambda s: s ** (schwinger_power - 1) * mp.exp(-schwinger_A * s),
    [0, 1, 2, 4, 7, 11, 20, 40]) / mp.gamma(schwinger_power)
schwinger_direct = schwinger_A ** (-schwinger_power)
assert abs(schwinger_integral - schwinger_direct) < 1e-9

# Jacobian of the map from Schwinger parameters to total size and shares
lam = sp.symbols("lam", positive=True)
for n in (2, 3, 4):
    xs = list(sp.symbols("x1:%d" % n))
    s_values = [lam * x for x in xs] + [lam * (1 - sum(xs))]
    determinant = sp.Matrix(s_values).jacobian(xs + [lam]).det()
    assert sp.simplify(determinant - lam ** (n - 1)) == 0

# Exact two- and three-denominator integrations
x, y, A, B, C = sp.symbols("x y A B C", positive=True)
D2 = x * A + (1 - x) * B
primitive = x / (B * D2)
assert sp.simplify(sp.diff(primitive, x) - 1 / D2**2) == 0
assert sp.simplify(primitive.subs(x, 1) - primitive.subs(x, 0)
                   - 1 / (A * B)) == 0
t = x * A / D2
assert sp.simplify(sp.diff(t, x) - A * B / D2**2) == 0
assert sp.simplify(1 - t - (1 - x) * B / D2) == 0
D3 = x * A + y * B + (1 - x - y) * C
inner_primitive = -1 / ((B - C) * D3**2)
assert sp.simplify(sp.diff(inner_primitive, y) - 2 / D3**3) == 0
inner = inner_primitive.subs(y, 1 - x) - inner_primitive.subs(y, 0)
inner_claim = (1 / (x * A + (1 - x) * C)**2 - 1 / D2**2) / (B - C)
assert sp.simplify(inner - inner_claim) == 0
assert sp.simplify((1 / (A * C) - 1 / (A * B)) / (B - C)
                   - 1 / (A * B * C)) == 0

# Beta integral for integer powers, by exact polynomial integration
for a in range(1, 5):
    for b in range(1, 5):
        exact = sp.integrate(sp.expand(x**(a - 1) * (1 - x)**(b - 1)),
                             (x, 0, 1))
        assert exact == (sp.factorial(a - 1) * sp.factorial(b - 1)
                         / sp.factorial(a + b - 1))

# Completion of the square for general four-vectors
ks, ps, qs = [sp.Matrix(sp.symbols(name + "0:4")) for name in "kpq"]
x1, x2, m = sp.symbols("x1 x2 m")
weighted = (x1 * ((ks + ps).dot(ks + ps) + m**2)
            + x2 * ((ks + qs).dot(ks + qs) + m**2)
            + (1 - x1 - x2) * (ks.dot(ks) + m**2))
shift = x1 * ps + x2 * qs
delta = m**2 + x1 * ps.dot(ps) + x2 * qs.dot(qs) - shift.dot(shift)
assert sp.expand(weighted - (ks + shift).dot(ks + shift) - delta) == 0

# Worked example
k = np.array([1.0, 0.0, 0.0, 0.0])
p = np.array([1.0, 1.0, 1.0, 1.0])
q = np.array([0.0, 1.0, 1.0, 0.0])
mass_squared = 1.0
A1 = (k + p) @ (k + p) + mass_squared
A2 = (k + q) @ (k + q) + mass_squared
A3 = k @ k + mass_squared
print("Example: momenta in units of m, denominators in units of m^2")
print("k =", k, " p =", p, " q =", q)
print(f"A1=(k+p)^2+m^2: {A1:.6f} m^2")
print(f"A2=(k+q)^2+m^2: {A2:.6f} m^2")
print(f"A3=k^2+m^2:     {A3:.6f} m^2")

examples = [
    ("two, A1 A3", (A1, A3), (1.0, 1.0)),
    ("two, A1 A3", (A1, A3), (2.0, 1.0)),
    ("three, A1 A2 A3", (A1, A2, A3), (1.0, 1.0, 1.0)),
    ("three, A1 A2 A3", (A1, A2, A3), (0.5, 1.0, 1.5)),
]
for label, dens, powers in examples:
    bare, right, left = compare(dens, powers)
    unit = f"m^-{2 * sum(powers):.0f}"
    print(f"{label}; powers {powers}")
    print(f"  Gamma prefactor (dimensionless): {prefactor(powers):.8f}")
    print(f"  bare simplex integral: {bare:.10f} {unit}")
    print(f"  prefactor * integral:  {right:.10f} {unit}")
    print(f"  direct product:        {left:.10f} {unit}")

print("Three unit powers, reduction to two denominators:")
print(f"  1/(A1 A3) = {1 / (A1 * A3):.8f} m^-4")
print(f"  1/(A1 A2) = {1 / (A1 * A2):.8f} m^-4")
print(f"  A2-A3 = {A2 - A3:.6f} m^2")
reduced = (1 / (A1 * A3) - 1 / (A1 * A2)) / (A2 - A3)
print(f"  difference/(A2-A3) = {reduced:.10f} m^-6")

share1, share2 = 0.25, 0.25
shift_value = share1 * p + share2 * q
square = (k + shift_value) @ (k + shift_value)
delta_value = (mass_squared + share1 * (p @ p) + share2 * (q @ q)
               - shift_value @ shift_value)
average = share1 * A1 + share2 * A2 + (1 - share1 - share2) * A3
assert abs(square + delta_value - average) < 1e-12
print(f"Shifted square at x1={share1}, x2={share2}:")
print(f"  (k+x1 p+x2 q)^2 = {square:.6f} m^2")
print(f"  Delta = {delta_value:.6f} m^2; D = {average:.6f} m^2")

# Wider numerical tests (all quantities dimensionless)
print("Further tests, dimensionless:")
print(f"Schwinger, A=2+3i, power 1.5: {complex(schwinger_integral):.8f}")
print(f"  direct power: {complex(schwinger_direct):.8f}")

four_dens, four_powers = (1.0, 2.0, 3.0, 5.0), (0.7, 1.3, 2.0, 1.1)
# cutoff 32 leaves a relative tail of about exp(-0.7*32), near 2e-10
_, right, left = compare(four_dens, four_powers, 1e-7, cutoff=32.0)
print(f"four: A={four_dens}, powers={four_powers}")
print(f"  formula {right:.10f}; direct {left:.10f}")

complex_powers = (0.8 + 0.3j, 1.5)
_, right, left = compare((2.0, 5.0), complex_powers)
print(f"complex power: A=(2, 5), powers={complex_powers}")
print(f"  formula {right:.8f}; direct {left:.8f}")

upper_dens, upper_powers = (-1.0 + 0.2j, 3.0 + 0.2j), (1.0, 1.5)
_, right, left = compare(upper_dens, upper_powers, step=0.05)
print(f"+i epsilon: A={upper_dens}, powers={upper_powers}")
print(f"  formula {right:.8f}; direct {left:.8f}")

# Left half-plane: principal roots fail, continuous arguments succeed
angle = 2.5
left_dens = (np.exp(1j * angle), 2.0 * np.exp(-1j * angle))
half_powers = (0.5, 0.5)
right = prefactor(half_powers) * simplex_integral(left_dens, half_powers)
principal = direct_product(left_dens, half_powers)
continuous = (np.exp(-0.5j * angle)
              * 2.0 ** -0.5 * np.exp(-0.5j * (2 * np.pi - angle)))
assert abs(right - continuous) < 1e-9
assert abs(right + principal) < 1e-9
print(f"left half-plane: moduli 1, 2; arguments +/-{angle} rad")
print(f"  powers {half_powers}; formula real part {right.real:.8f}")
print(f"  continuous-branch product, real part {continuous.real:.8f}")
print(f"  principal-branch product, real part {principal.real:.8f}")

print("no test failed")
```

It prints:

```
Example: momenta in units of m, denominators in units of m^2
k = [1. 0. 0. 0.]  p = [1. 1. 1. 1.]  q = [0. 1. 1. 0.]
A1=(k+p)^2+m^2: 8.000000 m^2
A2=(k+q)^2+m^2: 4.000000 m^2
A3=k^2+m^2:     2.000000 m^2
two, A1 A3; powers (1.0, 1.0)
  Gamma prefactor (dimensionless): 1.00000000
  bare simplex integral: 0.0625000000 m^-4
  prefactor * integral:  0.0625000000 m^-4
  direct product:        0.0625000000 m^-4
two, A1 A3; powers (2.0, 1.0)
  Gamma prefactor (dimensionless): 2.00000000
  bare simplex integral: 0.0039062500 m^-6
  prefactor * integral:  0.0078125000 m^-6
  direct product:        0.0078125000 m^-6
three, A1 A2 A3; powers (1.0, 1.0, 1.0)
  Gamma prefactor (dimensionless): 2.00000000
  bare simplex integral: 0.0078125000 m^-6
  prefactor * integral:  0.0156250000 m^-6
  direct product:        0.0156250000 m^-6
three, A1 A2 A3; powers (0.5, 1.0, 1.5)
  Gamma prefactor (dimensionless): 1.27323954
  bare simplex integral: 0.0245436926 m^-6
  prefactor * integral:  0.0312500000 m^-6
  direct product:        0.0312500000 m^-6
Three unit powers, reduction to two denominators:
  1/(A1 A3) = 0.06250000 m^-4
  1/(A1 A2) = 0.03125000 m^-4
  A2-A3 = 2.000000 m^2
  difference/(A2-A3) = 0.0156250000 m^-6
Shifted square at x1=0.25, x2=0.25:
  (k+x1 p+x2 q)^2 = 2.125000 m^2
  Delta = 1.875000 m^2; D = 4.000000 m^2
Further tests, dimensionless:
Schwinger, A=2+3i, power 1.5: 0.01408866-0.14538271j
  direct power: 0.01408866-0.14538271j
four: A=(1.0, 2.0, 3.0, 5.0), powers=(0.7, 1.3, 2.0, 1.1)
  formula 0.0076833655; direct 0.0076833655
complex power: A=(2, 5), powers=((0.8+0.3j), 1.5)
  formula 0.05026468-0.01060555j; direct 0.05026468-0.01060555j
+i epsilon: A=((-1+0.2j), (3+0.2j)), powers=(1.0, 1.5)
  formula -0.18719215-0.01831747j; direct -0.18719215-0.01831747j
left half-plane: moduli 1, 2; arguments +/-2.5 rad
  powers (0.5, 0.5); formula real part -0.70710678
  continuous-branch product, real part -0.70710678
  principal-branch product, real part 0.70710678
no test failed
```
